# Euclidean Gamma Matrices, Spin(4) and the Missing Majorana Condition

## 1. A single doublet

Take a two-component spinor \(\chi\) on which rotations act as \(\chi\to A\chi\), with \(A\) in SU(2). Its complex conjugate can be made to transform in the same way. The matrices \(\sigma_1,\sigma_3\) are real and anticommute with \(\sigma_2\), while \(\sigma_2^*=-\sigma_2\). Hence

\[
\sigma_2\sigma_k^*\sigma_2=-\sigma_k .\tag{1}
\]

Every SU(2) matrix has the form \(A=\exp(i\theta\,\mathbf n\cdot\boldsymbol\sigma)\) with a real unit vector \(\mathbf n\). Conjugation changes the sign of \(i\), and (1) changes it back:

\[
\sigma_2A^*\sigma_2=\exp(-i\theta\,\mathbf n\cdot\sigma_2\boldsymbol\sigma^*\sigma_2)=A .\tag{2}
\]

Therefore \(\sigma_2(A\chi)^*=A\,\sigma_2\chi^*\), and the condition \(\chi=a\sigma_2\chi^*\), with a complex number \(a\), is respected by all rotations. In components it reads

\[
\chi_1=-ia\chi_2^*,\qquad \chi_2=ia\chi_1^* .\tag{3}
\]

The second equation gives \(\chi_2^*=-ia^*\chi_1\). Inserted in the first, it yields \(\chi_1=-|a|^2\chi_1\), so \(\chi_1=0\) and then \(\chi_2=0\). The condition is covariant but has no nonzero solution.

A Dirac spinor in Euclidean four-space consists of two such doublets, each rotated by its own SU(2). Sections 2 to 7 prove this and show that no covariant mixing of the doublets removes the obstruction.

## 2. Hermitian gamma matrices

Greek indices run from 1 to 4, Latin indices from 1 to 3, repeated indices are summed, and the metric is \(\delta_{\mu\nu}\). Define

\[
s_k=-i\sigma_k,\quad s_4=1,\qquad
\gamma_\mu=\begin{pmatrix}0&s_\mu\\ s_\mu^\dagger&0\end{pmatrix}.\tag{4}
\]

These matrices are Hermitian by construction. Their products are block diagonal:

\[
\gamma_\mu\gamma_\nu=\mathrm{diag}(s_\mu s_\nu^\dagger,\;s_\mu^\dagger s_\nu).\tag{5}
\]

For two spatial indices both blocks equal \(\sigma_i\sigma_j\), because \((-i)(i)=1\); adding the product with \(i,j\) exchanged gives \(2\delta_{ij}\). For one index equal to 4, the upper block of the anticommutator is \(-i\sigma_k+i\sigma_k=0\), and the lower block vanishes likewise. Finally \(\gamma_4^2=1\). Thus

\[
\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}.\tag{6}
\]

The chirality matrix follows from \(\gamma_1\gamma_2=\mathrm{diag}(i\sigma_3,i\sigma_3)\) and \(\gamma_3\gamma_4=\mathrm{diag}(-i\sigma_3,i\sigma_3)\):

\[
\gamma_5=\gamma_1\gamma_2\gamma_3\gamma_4=\mathrm{diag}(1,-1).\tag{7}
\]

Write \(\psi=(\psi_+,\psi_-)\) for the two chiral doublets.

## 3. The 't Hooft symbols as projectors

The spin generators are \(\Sigma_{\mu\nu}=-\tfrac i4[\gamma_\mu,\gamma_\nu]\), which equals \(-\tfrac i2\gamma_\mu\gamma_\nu\) for \(\mu\ne\nu\). Equation (5) and \(\sigma_i\sigma_j=i\epsilon_{ijk}\sigma_k\) for \(i\neq j\) give

\[
\Sigma_{ij}=\tfrac12\epsilon_{ijk}\,\mathrm{diag}(\sigma_k,\sigma_k),\qquad
\Sigma_{k4}=\tfrac12\,\mathrm{diag}(-\sigma_k,\sigma_k).\tag{8}
\]

The two doublets see the same spatial rotations but opposite signs for rotations involving the fourth axis. The 't Hooft symbols record this difference. They are antisymmetric in their last two indices, with

\[
\eta_{aij}=\bar\eta_{aij}=\epsilon_{aij},\qquad
\eta_{ai4}=\delta_{ai}=-\bar\eta_{ai4},\tag{9}
\]

so that (8) becomes

\[
\Sigma_{\mu\nu}=\tfrac12\,\mathrm{diag}(\bar\eta_{a\mu\nu}\sigma_a,\;\eta_{a\mu\nu}\sigma_a).\tag{10}
\]

With \(\epsilon_{1234}=+1\), \(\eta\) is self-dual: \(\tfrac12\epsilon_{\mu\nu\rho\sigma}\eta_{a\rho\sigma}=\eta_{a\mu\nu}\). For example, the 12 component of the left side is \(\eta_{a34}=\delta_{a3}=\eta_{a12}\). The symbol \(\bar\eta\) is anti-self-dual. In these conventions positive chirality therefore goes with the anti-self-dual symbol; reversing the sign of either \(\epsilon_{1234}\) or \(\gamma_5\) alone exchanges the labels, while reversing both leaves them as they are.

To find the algebra of the symbols, let the matrix \(\eta_a\) act on a four-vector \((\mathbf w,w_4)\). From (9),

\[
\eta_a(\mathbf w,w_4)=(\mathbf w\times\mathbf e_a+w_4\mathbf e_a,\;-\mathbf w\cdot\mathbf e_a).\tag{11}
\]

Apply \(\eta_b\) first and then \(\eta_a\), and set \(\mathbf c=\mathbf e_a\times\mathbf e_b\). The spatial part is

\[
\begin{aligned}
&(\mathbf w\times\mathbf e_b)\times\mathbf e_a+w_4\mathbf e_b\times\mathbf e_a-w_b\mathbf e_a\\
&\quad=-\delta_{ab}\mathbf w+(w_a\mathbf e_b-w_b\mathbf e_a)-w_4\mathbf c\\
&\quad=-\delta_{ab}\mathbf w-(\mathbf w\times\mathbf c+w_4\mathbf c).
\end{aligned}\tag{12}
\]

The double cross product was expanded in the second line, and \(w_a\mathbf e_b-w_b\mathbf e_a=-\mathbf w\times\mathbf c\) was used in the third. The fourth component is \(-(\mathbf w\times\mathbf e_b)\cdot\mathbf e_a-\delta_{ab}w_4=\mathbf w\cdot\mathbf c-\delta_{ab}w_4\). Comparing with (11), and using \(\mathbf c=\epsilon_{abc}\mathbf e_c\),

\[
\eta_a\eta_b=-\delta_{ab}-\epsilon_{abc}\eta_c .\tag{13}
\]

Reflecting the fourth axis turns \(\eta\) into \(\bar\eta\), so \(\bar\eta\) obeys the same algebra. For the mixed product, the same calculation gives

\[
\begin{aligned}
\eta_a\bar\eta_b(\mathbf w,w_4)=(&w_a\mathbf e_b+w_b\mathbf e_a-\delta_{ab}\mathbf w+w_4\mathbf c,\\
&\mathbf w\cdot\mathbf c+\delta_{ab}w_4),
\end{aligned}\tag{14}
\]

and \(\bar\eta_b\eta_a\) gives the same vector. Hence \([\eta_a,\bar\eta_b]=0\).

Taking the trace of (13), with \(\eta_{b\mu\nu}=-\eta_{b\nu\mu}\), gives the first relation below. In the second, the spatial part \(2\delta_{ab}\) cancels the part \(-2\delta_{ab}\) containing an index 4:

\[
\eta_{a\mu\nu}\eta_{b\mu\nu}=\bar\eta_{a\mu\nu}\bar\eta_{b\mu\nu}=4\delta_{ab},\qquad
\eta_{a\mu\nu}\bar\eta_{b\mu\nu}=0 .\tag{15}
\]

Contracting (10) with the symbols now separates the generators:

\[
\tfrac14\bar\eta_{a\mu\nu}\Sigma_{\mu\nu}=\mathrm{diag}(\sigma_a/2,0),\qquad
\tfrac14\eta_{a\mu\nu}\Sigma_{\mu\nu}=\mathrm{diag}(0,\sigma_a/2).\tag{16}
\]

These are two commuting SU(2) algebras, one per chirality. On vectors the corresponding generators are \(\bar T_a=-\tfrac i2\bar\eta_a\) and \(T_a=-\tfrac i2\eta_a\). Equation (13) gives \([T_a,T_b]=\tfrac12\epsilon_{abc}\eta_c=i\epsilon_{abc}T_c\) and \(T_aT_a=\tfrac34\). The same holds for \(\bar T_a\), so a vector carries spin one half under each factor.

## 4. From the algebra to the group

Equal Lie algebras do not by themselves identify a group. Define Spin(4) as the set of products of an even number of unit vectors \(\slashed v=v_\mu\gamma_\mu\), with real \(v_\mu\) and \(v_\mu v_\mu=1\). For a unit vector put

\[
V=v_\mu s_\mu=v_4-i\mathbf v\cdot\boldsymbol\sigma .\tag{17}
\]

Then \(VV^\dagger=v_4^2+\mathbf v^2=1\). The eigenvalues \(v_4\mp i|\mathbf v|\) have product 1, so \(V\) is in SU(2). For two unit vectors, (5) gives

\[
\slashed u\slashed v=\mathrm{diag}(UV^\dagger,U^\dagger V).\tag{18}
\]

Every even product is therefore \(\mathrm{diag}(A,B)\) with \(A,B\) in SU(2).

Conversely, every such pair must be reached. Choose orthonormal spatial vectors with \(\mathbf e\times\mathbf f=\mathbf n\). Then \((\mathbf e\cdot\boldsymbol\sigma)(\mathbf f\cdot\boldsymbol\sigma)=i\mathbf n\cdot\boldsymbol\sigma\), and

\[
\slashed e\slashed f=\mathrm{diag}(i\mathbf n\cdot\boldsymbol\sigma,i\mathbf n\cdot\boldsymbol\sigma),\quad
\slashed n\gamma_4=\mathrm{diag}(-i\mathbf n\cdot\boldsymbol\sigma,i\mathbf n\cdot\boldsymbol\sigma).\tag{19}
\]

The two products commute, and half their difference acts on the upper doublet alone:

\[
\exp\!\left[\tfrac\theta2(\slashed e\slashed f-\slashed n\gamma_4)\right]
=\mathrm{diag}(e^{i\theta\mathbf n\cdot\boldsymbol\sigma},1).\tag{20}
\]

Each product in (19) squares to \(-1\), so its exponential is a cosine plus a sine. With \(\slashed e^2=\slashed n^2=1\), the left side of (20) becomes

\[
\slashed e\left(\cos\tfrac\theta2\,\slashed e+\sin\tfrac\theta2\,\slashed f\right)
\slashed n\left(\cos\tfrac\theta2\,\slashed n-\sin\tfrac\theta2\,\gamma_4\right).\tag{21}
\]

This is a product of four unit vectors. Changing the last minus sign to plus gives \(\mathrm{diag}(1,e^{i\theta\mathbf n\cdot\boldsymbol\sigma})\). Since \(\theta\) and \(\mathbf n\) are arbitrary, both factors are obtained in full, and

\[
\mathrm{Spin}(4)\cong\mathrm{SU}(2)\times\mathrm{SU}(2).\tag{22}
\]

## 5. Action on vectors

For \(S=\mathrm{diag}(A,B)\), the upper-right block of \(S\slashed vS^{-1}\) is

\[
V\to AVB^\dagger .\tag{23}
\]

For unit \(v\) the result is again in SU(2), hence again of the form (17) with real components. By linearity, (23) is a real map preserving the length of every vector. It can be deformed continuously to the identity, because SU(2) is connected, so its determinant is \(+1\) and it belongs to SO(4).

If (23) leaves every vector fixed, then \(V=1\) gives \(A=B\). The remaining vectors require \(A\) to commute with all \(\sigma_k\), so \(A=\pm1\). The kernel is \(\{(1,1),(-1,-1)\}\).

All of SO(4) is reached. Let a rotation \(R\) send the fourth axis to a unit vector with SU(2) matrix \(W_4\). The pair \((W_4,1)\) does the same, and undoing it leaves a rotation of the three spatial axes. Let that rotation have angle \(\varphi\) about \(\mathbf n\), and set \(A=B=D=\exp(-i\varphi\,\mathbf n\cdot\boldsymbol\sigma/2)\). The component along \(\mathbf n\) is unchanged. For \(\mathbf m\perp\mathbf n\), the matrices \(\mathbf n\cdot\boldsymbol\sigma\) and \(\mathbf m\cdot\boldsymbol\sigma\) anticommute, so

\[
\begin{aligned}
D(\mathbf m\cdot\boldsymbol\sigma)D^\dagger&=D^2\,\mathbf m\cdot\boldsymbol\sigma\\
&=(\cos\varphi\,\mathbf m+\sin\varphi\,\mathbf n\times\mathbf m)\cdot\boldsymbol\sigma,
\end{aligned}\tag{24}
\]

which is the required rotation. Thus SO(4) is the quotient of (22) by the common sign \((-1,-1)\), not SU(2)×SU(2) itself.

## 6. Finite rotations and a worked example

Let \(\omega\) be a real antisymmetric matrix and \(X=\tfrac14\omega_{\mu\nu}\gamma_\mu\gamma_\nu\). The Clifford relation gives \([\gamma_\mu\gamma_\nu,\gamma_\lambda]=2\delta_{\nu\lambda}\gamma_\mu-2\delta_{\mu\lambda}\gamma_\nu\). The two terms contribute equally to \([X,\gamma_\lambda]=\omega_{\mu\lambda}\gamma_\mu\). Repeating the commutator builds the exponential series, so \(S=e^X\) rotates vectors by \(R=e^\omega\).

By (15), the six matrices \(\eta_a,\bar\eta_a\) are a basis of the six-dimensional space of antisymmetric matrices. Write

\[
\omega=x_a\eta_a+y_a\bar\eta_a,\quad
x_a=\tfrac14\eta_{a\mu\nu}\omega_{\mu\nu},\quad
y_a=\tfrac14\bar\eta_{a\mu\nu}\omega_{\mu\nu}.\tag{25}
\]

Since \(X=\tfrac i2\omega_{\mu\nu}\Sigma_{\mu\nu}\), equation (10) gives

\[
S=\mathrm{diag}(A,B)=\mathrm{diag}(e^{i\mathbf y\cdot\boldsymbol\sigma},e^{i\mathbf x\cdot\boldsymbol\sigma}).\tag{26}
\]

Equation (13) implies \((x_a\eta_a)^2=-|\mathbf x|^2\), and similarly for \(\bar\eta\). Therefore, with unit vectors \(\hat x,\hat y\),

\[
R=(\cos|\mathbf x|+\sin|\mathbf x|\,\hat x_a\eta_a)(\cos|\mathbf y|+\sin|\mathbf y|\,\hat y_a\bar\eta_a).\tag{27}
\]

The traces of \(\eta_a\), \(\bar\eta_a\) and \(\eta_a\bar\eta_b\) vanish, which leaves

\[
\mathrm{tr}\,R=4\cos|\mathbf x|\cos|\mathbf y|=\mathrm{tr}A\;\mathrm{tr}B .\tag{28}
\]

Take \(\omega_{12}=100^\circ\) and \(\omega_{34}=40^\circ\), with all other independent entries zero. Only the third components in (25) survive:

\[
x_3=\tfrac12(100^\circ+40^\circ)=70^\circ,\quad
y_3=\tfrac12(100^\circ-40^\circ)=30^\circ .\tag{29}
\]

Thus \(A\) has diagonal entries \(0.8660\pm0.5000i\) and \(B\) has \(0.3420\pm0.9397i\). Their traces are 1.7321 and 0.6840, with product 1.1848, the trace of \(R\). The sum and difference of \(70^\circ\) and \(30^\circ\) recover the two plane angles.

If \(\omega_{12}\) is raised by \(360^\circ\), the vector rotation is unchanged, but \(x_3\) and \(y_3\) each grow by \(180^\circ\). Both blocks change sign, as the numerical output shows, while the trace of \(R\) remains 1.1848. This is the common sign found in Section 5.

The special case \(\omega_{12}=\omega_{34}\) has \(\mathbf y=0\) and \(A=1\): unless the common angle is a multiple of \(360^\circ\), every nonzero vector turns, yet a positive-chirality spinor does not change. For \(\omega_{12}=-\omega_{34}\) the chiralities exchange roles.

## 7. No Majorana condition

A Majorana condition on one spinor is \(\psi=M\psi^*\), with a fixed matrix \(M\). Covariance means that \(M\psi^*\) transforms like \(\psi\):

\[
MS^*=SM\quad\text{for every }S\text{ in Spin(4)}.\tag{30}
\]

No relation between \(M\) and the individual gamma matrices is assumed, and \(M\) need not be invertible.

Let \(W=\mathrm{diag}(\sigma_2,\sigma_2)\), so \(W^2=1\). Applying (2) to both blocks gives \(S^*=WSW\). Insert this in (30) and multiply from the right by \(W\):

\[
(MW)S=S(MW).\tag{31}
\]

Choosing \(S=\mathrm{diag}(1,-1)\), an allowed element by (22), removes the off-diagonal blocks of \(MW\). Each diagonal block must commute with every SU(2) matrix. Commuting with \(i\sigma_3\) makes it diagonal, and commuting with \(i\sigma_1\) makes its two entries equal. Hence \(MW=\mathrm{diag}(a,b)\), and

\[
M=\mathrm{diag}(a\sigma_2,b\sigma_2),\qquad a,b\in\mathbb C .\tag{32}
\]

Now conjugate the Majorana condition and substitute it into itself. Assuming \((\psi^*)^*=\psi\), and using \(\sigma_2\sigma_2^*=-1\),

\[
\psi=MM^*\psi=-\mathrm{diag}(|a|^2,|b|^2)\psi .\tag{33}
\]

Therefore

\[
(1+|a|^2)\psi_+=0,\qquad(1+|b|^2)\psi_-=0,\tag{34}
\]

and \(\psi=0\). A phase or rescaling of \(M\) cannot help, because only \(|a|^2\) and \(|b|^2\) enter.

For ordinary complex components one can say how badly the condition fails. In the squared norm of \(\psi_+-a\sigma_2\psi_+^*\), the cross term contains \(\psi_+^\dagger\sigma_2\psi_+^*\). This vanishes because an antisymmetric matrix stands between two copies of \(\psi_+^*\). The other chirality behaves alike, so

\[
\|\psi-M\psi^*\|^2=(1+|a|^2)\|\psi_+\|^2+(1+|b|^2)\|\psi_-\|^2 .\tag{35}
\]

For \(a=b=1\) and \(\psi=(0.6,0.8i,1,0.5)\), one conjugation gives \((-0.8,0.6i,-0.5i,i)\), and a second gives \(-\psi\). The squared norm of \(\psi\) is 2.25 and that of \(\psi-M\psi^*\) is 4.50, the factor of two required by (35).

Matrices with \(M\gamma_\mu^*M^{-1}=\pm\gamma_\mu\) appear as special cases of (32). From (1), \(s_\mu^*=\sigma_2s_\mu\sigma_2\), so \(W\gamma_\mu^*W=\gamma_\mu\). For nonzero \(a\), taking \(b=a\) gives \(M\gamma_\mu^*M^{-1}=\gamma_\mu\), while \(b=-a\) inserts \(\gamma_5\) and gives \(-\gamma_\mu\). Neither sign evades (33).

It also follows that no unitary change of basis \(\psi'=U\psi\) makes all four matrices (4) real. In such a basis every \(S\) would be real, and \(M'=1\) would be covariant with \(M'M'^*=1\). But \(M'=UMU^T\), so \(M'M'^*=UMM^*U^\dagger\), whose eigenvalues are \(-|a|^2\) and \(-|b|^2\).

## 8. Where the obstruction ends

**Lorentzian signature.** Boosts are generated by \(i\gamma_k\gamma_4=\mathrm{diag}(\sigma_k,-\sigma_k)\) with real coefficients; spatial rotations are unchanged. By (1), conjugating a boost generator and sandwiching it with \(\sigma_2\) reverses its sign in each doublet, which amounts to exchanging the two chiralities. The matrix

\[
M_L=\begin{pmatrix}0&\sigma_2\\-\sigma_2&0\end{pmatrix},\qquad M_LM_L^*=1,\tag{36}
\]

is therefore covariant. Its condition \(\psi_+=\sigma_2\psi_-^*\) leaves \(\psi_-\) free, so four of the eight real components remain. In Euclidean space the missing factor \(i\) forbids this exchange, and the corresponding number is zero.

**Two Euclidean spinors.** The conditions

\[
\psi_1=W\psi_2^*,\qquad \psi_2=-W\psi_1^*\tag{37}
\]

are covariant. They are also consistent: since \(W^*=-W\), the second gives \(\psi_2^*=W\psi_1\), and the first becomes \(\psi_1=W^2\psi_1=\psi_1\). This symplectic Majorana condition keeps eight of sixteen real components, as many as one unrestricted Dirac spinor has.

**Grassmann integrals.** A Euclidean path integral can use a single anticommuting \(\psi\) without any reality condition. Let \(C=\mathrm{diag}(\sigma_2,-\sigma_2)\), which is antisymmetric and satisfies \(C^2=1\). The \(b=-a\) relation of Section 7 reads \(C\gamma_\mu^*C=-\gamma_\mu\), or \(\gamma_\mu^*C=-C\gamma_\mu\). Hermiticity gives \(\gamma_\mu^T=\gamma_\mu^*\), so

\[
(C\gamma_\mu)^T=-\gamma_\mu^*C=C\gamma_\mu .\tag{38}
\]

In the action

\[
\tfrac12\int d^4x\;\psi^TC(\gamma_\mu\partial_\mu+m)\psi,\tag{39}
\]

the mass term survives because \(C\) is antisymmetric. The derivative term survives because \(C\gamma_\mu\) is symmetric: integration by parts supplies one minus sign and reordering the fields another. The action is invariant under Spin(4). Unitarity and (2) give \(A^T=(A^*)^{-1}=\sigma_2A^{-1}\sigma_2\) in each block, so \(S^TC=CS^{-1}\). The mass term is then unchanged, and \(S^{-1}\gamma_\mu S\) is the rotated gamma matrix, which compensates the rotation of \(\partial_\mu\). The action contains \(\psi\) but not \(\psi^*\), so (33) never arises.

**A different conjugation.** The assumption \((\psi^*)^*=\psi\) matters. If a conjugation of Grassmann generators is defined with \((\psi^*)^*=-\psi\), the sign in (33) reverses, and \(|a|=|b|=1\) is consistent. What is excluded is a covariant reality condition on one spinor under a conjugation that squares to \(+1\).

## Numbers as computed

```
omega_12 = 100.0 deg
omega_34 = 40.0 deg
self-dual part x_3 = 70.0 deg
anti-self-dual part y_3 = 30.0 deg
diagonal of A (dimensionless): 0.8660+0.5000i, 0.8660-0.5000i
diagonal of B (dimensionless): 0.3420+0.9397i, 0.3420-0.9397i
trace A = 1.7321 (dimensionless)
trace B = 0.6840 (dimensionless)
trace R = 1.1848 (dimensionless)
omega_12 raised by 360 deg:
  diagonal of A (dimensionless): -0.8660-0.5000i, -0.8660+0.5000i
  diagonal of B (dimensionless): -0.3420-0.9397i, -0.3420+0.9397i
  trace R = 1.1848 (dimensionless)
Spinor conjugation with a = b = 1 (dimensionless):
  psi: 0.6000+0.0000i, 0.0000+0.8000i, 1.0000+0.0000i, 0.5000+0.0000i
  conjugated once: -0.8000+0.0000i, 0.0000+0.6000i, 0.0000-0.5000i, 0.0000+1.0000i
  conjugated twice: -0.6000+0.0000i, 0.0000-0.8000i, -1.0000+0.0000i, -0.5000+0.0000i
  norm squared of psi = 2.2500
  norm squared of psi - M psi* = 4.5000
  smallest singular value of psi -> psi - M psi* = 1.4142
Independent covariant matrices M (complex count):
  Euclidean = 2, Lorentzian = 2
Real dimension of the solutions of the reality condition:
  one Euclidean spinor = 0 of 8
  one Lorentzian spinor = 4 of 8
  Euclidean symplectic pair = 8 of 16
```
